# Equilibrium critical thickness of a silicon-germanium film on silicon: a numerical check

```python
"""
Equilibrium critical thickness of Si0.8Ge0.2 on Si(001).
Result under test: misfit force = dislocation line tension gives
    h = A*(ln(h/b) + 1),
    A = b*(1 - nu*cos(beta)^2) / (8*pi*(1 + nu)*f*cos(lambda)),
and the critical thickness is the larger root.
h: film thickness, b: Burgers length, f: misfit magnitude, nu: Poisson ratio,
beta: angle of Burgers vector to line, lambda: angle of Burgers vector to the
in-interface normal of the line. G: shear modulus, K: line-energy coefficient.
Lengths in nm, moduli in GPa, line energies and forces in GPa nm^2 internally.
All material inputs are rough typical values.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

EV_PER_GPA_NM3 = 1e-18 / constants.e
K_BOLTZMANN_EV = constants.k / constants.e

# Inputs
a_si = 0.543
full_mismatch = 0.042
x_ge = 0.20
nu = 0.28
G = 65.0
f = x_ge * full_mismatch

# Dislocation geometry from crystal vectors
burgers = 0.5 * a_si * np.array([0.0, 1.0, -1.0])
line = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
normal_in_interface = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
up = np.array([0.0, 0.0, 1.0])
b = np.linalg.norm(burgers)
b_in = burgers @ normal_in_interface
b_up = burgers @ up
b_line = burgers @ line
cos_lambda = abs(b_in) / b
cos_beta = abs(b_line) / b
assert np.isclose(cos_lambda, 0.5) and np.isclose(cos_beta, 0.5)

# Derived formulas
sigma = 2 * G * (1 + nu) / (1 - nu) * f
K = G * b**2 * (1 - nu * cos_beta**2) / (4 * np.pi * (1 - nu))
A = b * (1 - nu * cos_beta**2) / (8 * np.pi * (1 + nu) * f * cos_lambda)


def misfit_force(h):
    return sigma * h * b * cos_lambda


def line_tension(h):
    return K * (np.log(h / b) + 1)


def larger_root(scale, constant=1.0):
    """Larger root of h = scale*(ln(h/b) + constant)."""
    return brentq(lambda h: h - scale * (np.log(h / b) + constant),
                  scale, 1000 * scale, xtol=1e-12)


# Film stress from the energy released by strain relief along [110]
def film_energy(exx, eyy, exy, c11, c12, c44):
    def density(ezz):
        return (0.5 * c11 * (exx**2 + eyy**2 + ezz**2)
                + c12 * (exx * eyy + (exx + eyy) * ezz) + 2 * c44 * exy**2)
    return minimize_scalar(density).fun


def stress_from_energy(c11, c12, c44, step=1e-4):
    def relieved(d):
        return film_energy(f - d / 2, f - d / 2, -d / 2, c11, c12, c44)
    return (relieved(-step) - relieved(step)) / (2 * step)


c12_iso = 2 * G * nu / (1 - 2 * nu)
c11_iso = c12_iso + 2 * G
assert np.isclose(stress_from_energy(c11_iso, c12_iso, G), sigma, rtol=1e-6)


# Peach-Koehler force on a thread of any shape in the (111) glide plane
def thread_force(h, bend=0.0):
    t = np.linspace(0, 1, 401)
    rise = np.array([-1.0, -1.0, 2.0]) / np.sqrt(6)
    path = (np.outer(t**2 * h / rise[2], rise)
            + np.outer(bend * h * np.sin(3 * t), line))
    stress = np.diag([sigma, sigma, 0.0])
    force = np.cross(stress @ burgers, np.diff(path, axis=0)).sum(axis=0)
    return abs(force @ line)


for bend in (0.0, 0.7, -2.0):
    assert np.isclose(thread_force(9.0, bend), misfit_force(9.0), rtol=1e-10)


# Image force: cancel the surface tractions of a bulk dislocation with
# distributed line loads on the half-space, then take the stress at the core.
def image_force(depth, edge_in, edge_up, screw):
    n = 400
    phi = (np.arange(n) + 0.5) * np.pi / n - np.pi / 2
    s = depth * np.tan(phi)
    w = np.pi / n * depth / np.cos(phi)**2
    r2 = s**2 + depth**2
    D = G / (2 * np.pi * (1 - nu))
    diff = s**2 - depth**2
    tx = D * (edge_in * s * diff + edge_up * depth * diff) / r2**2
    ty = D * (edge_in * depth * diff
              + edge_up * s * (s**2 + 3 * depth**2)) / r2**2
    tz = G * screw / (2 * np.pi) * s / r2
    radial = tx * s + ty * depth
    sxx = -2 / np.pi * np.sum(w * radial * s**2 / r2**2)
    sxy = -2 / np.pi * np.sum(w * radial * s * depth / r2**2)
    sxz = -1 / np.pi * np.sum(w * tz * s / r2)
    return -(sxx * edge_in + sxy * edge_up + sxz * screw)


for depth in (1.0, 5.0, 20.0):
    assert np.isclose(image_force(depth, b_in, b_up, b_line), K / depth,
                      rtol=1e-8)

nodes, weights = np.polynomial.legendre.leggauss(8)


def integrated_line_energy(h):
    """Core convention E(b) = b*F_image(b), plus the work from b to h."""
    half = 0.5 * np.log(h / b)
    depths = b * np.exp(half * (nodes + 1))
    work = half * sum(wt * d * image_force(d, b_in, b_up, b_line)
                      for wt, d in zip(weights, depths))
    return b * image_force(b, b_in, b_up, b_line) + work


# Roots: root finder, Lambert function, integrated forces, iteration
h_c = larger_root(A)
h_lambert = -A * lambertw(-b / (np.e * A), -1).real
h_small = -A * lambertw(-b / (np.e * A), 0).real
h_integrated = brentq(lambda h: thread_force(h, 0.7)
                      - integrated_line_energy(h), A, 100 * A, xtol=1e-11)
assert np.isclose(h_c, h_lambert, rtol=1e-10)
assert np.isclose(h_c, h_integrated, rtol=1e-7)
assert h_small < b < A < h_c
assert np.isclose(misfit_force(h_small), line_tension(h_small), rtol=1e-9)
assert thread_force(0.9 * h_c) < integrated_line_energy(0.9 * h_c)
assert thread_force(1.1 * h_c) > integrated_line_energy(1.1 * h_c)

iterates = [A]
while len(iterates) < 100:
    iterates.append(A * (np.log(iterates[-1] / b) + 1))
    if abs(iterates[-1] - iterates[-2]) < 1e-9:
        break
assert abs(iterates[-1] - h_c) < 1e-8
assert np.all(np.diff(iterates[:10]) > 0)
error_ratio = (iterates[10] - h_c) / (iterates[9] - h_c)
assert np.isclose(error_ratio, A / h_c, rtol=1e-4)

# Sensitivity to misfit
eps = 1e-4
slope_numeric = (np.log(larger_root(A / (1 + eps)))
                 - np.log(larger_root(A / (1 - eps)))) / (
                     np.log(1 + eps) - np.log(1 - eps))
slope = -1 / (1 - A / h_c)
assert np.isclose(slope_numeric, slope, rtol=1e-5)

# Existence limit: scan the balance on either side of A = b
f_limit = f * A / b
scan = b * np.geomspace(0.05, 50, 20001)
for factor, has_root in ((0.95, True), (1.05, False)):
    force_gap = misfit_force(scan) * factor * f_limit / f - line_tension(scan)
    assert (force_gap.min() < 0) == has_root

# Cubic anisotropy: rough constants, linear in composition
c11, c12, c44 = ((1 - x_ge) * np.array([166.0, 64.0, 80.0])
                 + x_ge * np.array([129.0, 48.0, 67.0]))
M_cubic = c11 + c12 - 2 * c12**2 / c11
assert np.isclose(stress_from_energy(c11, c12, c44), M_cubic * f, rtol=1e-6)


def line_coefficient(c11, c12, c44):
    """Bulk line-energy coefficient by the angular-integral method."""
    d = np.eye(3)
    C = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    total = np.zeros((3, 3))
    count = 360
    for angle in 2 * np.pi * np.arange(count) / count:
        m = np.cos(angle) * normal_in_interface + np.sin(angle) * up
        n = -np.sin(angle) * normal_in_interface + np.cos(angle) * up

        def contract(p, q):
            return np.einsum('i,ijkl,l->jk', p, C, q)
        total += contract(m, m) - contract(m, n) @ np.linalg.solve(
            contract(n, n), contract(n, m))
    return burgers @ total @ burgers * (2 * np.pi / count) / (8 * np.pi**2)


assert np.isclose(line_coefficient(c11_iso, c12_iso, G), K, rtol=1e-8)
K_cubic = line_coefficient(c11, c12, c44)
A_cubic = K_cubic / (M_cubic * f * b * cos_lambda)
h_cubic = larger_root(A_cubic)

# Other neglected effects, rough inputs
bowing = 0.005
f_bowed = f - bowing * x_ge * (1 - x_ge)
h_bowed = larger_root(A * f / f_bowed)
h_cubic_bowed = larger_root(A_cubic * f / f_bowed)
expansion_difference = 3.3e-6
T_room, T_growth, T_anneal = 298.0, 823.0, 1173.0
f_hot = f + x_ge * expansion_difference * (T_growth - T_room)
h_hot = larger_root(A * f / f_hot)
surface_energy = 1.5                       # J/m^2, equal to GPa nm
step_energy = surface_energy * abs(b_up)   # J/m^2 * nm = 1e-9 J/m = GPa nm^2
h_step = larger_root(A, 1 + step_energy / K)
h_core_0 = larger_root(A, 0.0)
h_core_4 = larger_root(A, np.log(4.0))
h_friction = larger_root(2 * A)
glide_barrier = 2.2
glide_ratio = np.exp(glide_barrier / K_BOLTZMANN_EV
                     * (1 / T_growth - 1 / T_anneal))

# Output
u = EV_PER_GPA_NM3
print(f"Si lattice constant (input)        {a_si:.3f} nm")
print(f"full Ge/Si mismatch (input)        {full_mismatch:.3f}")
print(f"Ge fraction (input)                {x_ge:.2f}")
print(f"Poisson ratio (input)              {nu:.2f}")
print(f"shear modulus (input)              {G:.0f} GPa")
print(f"misfit f                           {f:.5f}")
print(f"Burgers length b                   {b:.4f} nm")
print(f"in-interface edge part             {abs(b_in):.4f} nm")
print(f"biaxial stress                     {sigma:.3f} GPa")
print(f"line coefficient K                 {K*u:.3f} eV/nm")
print(f"length A                           {A:.4f} nm")
for i in range(7):
    print(f"iterate {i}                          {iterates[i]:.4f} nm")
print(f"iterations to change < 1e-9 nm     {len(iterates)-1}")
print(f"critical thickness h_c             {h_c:.3f} nm")
print(f"critical thickness h_c, converted  {10*h_c:.1f} angstrom")
print(f"h_c from integrated forces         {h_integrated:.3f} nm")
print(f"smaller, unphysical root           {h_small:.4f} nm")
print(f"error ratio A/h_c                  {A/h_c:.4f}")
print(f"observed error ratio               {error_ratio:.4f}")
print(f"d ln h_c / d ln f                  {slope:.3f}")
print(f"misfit where roots merge           {f_limit:.4f}")
for h, tag in ((5.0, "5 nm "), (h_c, "h_c  "), (20.0, "20 nm")):
    print(f"misfit force at {tag}              {misfit_force(h)*u:.2f} eV/nm")
    print(f"line tension at {tag}              {line_tension(h)*u:.2f} eV/nm")
print(f"isotropic biaxial modulus          {sigma/f:.1f} GPa")
print(f"cubic (001) biaxial modulus        {M_cubic:.1f} GPa")
print(f"cubic line coefficient             {K_cubic*u:.3f} eV/nm")
print(f"h_c, cubic elasticity              {h_cubic:.2f} nm")
print(f"misfit with bowing                 {f_bowed:.5f}")
print(f"h_c, bowing only                   {h_bowed:.2f} nm")
print(f"h_c, cubic and bowing              {h_cubic_bowed:.2f} nm")
print(f"misfit at {T_growth:.0f} K                    {f_hot:.5f}")
print(f"h_c, thermal mismatch only         {h_hot:.2f} nm")
print(f"surface energy (input)             {surface_energy:.1f} J/m^2")
print(f"surface step energy                {step_energy*u:.2f} eV/nm")
print(f"h_c, surface step only             {h_step:.2f} nm")
print(f"h_c, core constant 0               {h_core_0:.2f} nm")
print(f"h_c, core constant ln 4            {h_core_4:.2f} nm")
print(f"threshold, half stress to friction {h_friction:.2f} nm")
print(f"glide barrier (input)              {glide_barrier:.1f} eV")
print(f"glide factor {T_anneal:.0f} K / {T_growth:.0f} K       {glide_ratio:.2e}")
print("all assertions hold")
```

Output:

```
Si lattice constant (input)        0.543 nm
full Ge/Si mismatch (input)        0.042
Ge fraction (input)                0.20
Poisson ratio (input)              0.28
shear modulus (input)              65 GPa
misfit f                           0.00840
Burgers length b                   0.3840 nm
in-interface edge part             0.1920 nm
biaxial stress                     1.941 GPa
line coefficient K                 6.148 eV/nm
length A                           2.6428 nm
iterate 0                          2.6428 nm
iterate 1                          7.7410 nm
iterate 2                          10.5812 nm
iterate 3                          11.4072 nm
iterate 4                          11.6059 nm
iterate 5                          11.6515 nm
iterate 6                          11.6619 nm
iterations to change < 1e-9 nm     17
critical thickness h_c             11.665 nm
critical thickness h_c, converted  116.6 angstrom
h_c from integrated forces         11.665 nm
smaller, unphysical root           0.1495 nm
error ratio A/h_c                  0.2266
observed error ratio               0.2266
d ln h_c / d ln f                  -1.293
misfit where roots merge           0.0578
misfit force at 5 nm               11.63 eV/nm
line tension at 5 nm               21.93 eV/nm
misfit force at h_c                27.13 eV/nm
line tension at h_c                27.13 eV/nm
misfit force at 20 nm              46.52 eV/nm
line tension at 20 nm              30.45 eV/nm
isotropic biaxial modulus          231.1 GPa
cubic (001) biaxial modulus        172.8 GPa
cubic line coefficient             5.666 eV/nm
h_c, cubic elasticity              15.25 nm
misfit with bowing                 0.00760
h_c, bowing only                   13.27 nm
h_c, cubic and bowing              17.32 nm
misfit at 823 K                    0.00875
h_c, thermal mismatch only         11.07 nm
surface energy (input)             1.5 J/m^2
surface step energy                2.54 eV/nm
h_c, surface step only             13.06 nm
h_c, core constant 0               8.04 nm
h_c, core constant ln 4            12.97 nm
threshold, half stress to friction 27.95 nm
glide barrier (input)              2.2 eV
glide factor 1173 K / 823 K       1.05e+04
all assertions hold
```
